\section*{Slowest Stress Relaxation in a Confined Line under Electromigration}

\section{What dimensions and linearity fix}

A metal line of length $L$ carries a current that pushes atoms towards one end. The line is confined and its ends are closed to atoms, so a stress gradient builds up until it stops the flow. Suppose that the stress $\sigma(x,t)$ obeys a linear diffusion equation with stress diffusivity $\kappa$ (unit m$^2$/s) and a constant driving term. The difference between $\sigma$ and the steady state then obeys the same equation without the driving term. Its decay times cannot depend on the current, which has dropped out, nor on the size of the deviation, because the equation is linear and homogeneous. The two quantities left are $L$ and $\kappa$, and the one time that they form is $L^2/\kappa$. Hence the longest decay time is
\begin{equation}
\tau=c\,\frac{L^2}{\kappa},
\end{equation}
with a pure number $c$ that depends on the conditions at the ends. For two closed ends $c=1/\pi^2$.

\section{Assumptions and theorem}

Let $x$ run along the electron flow, from the cathode end $x=0$ to the anode end $x=L$. The hydrostatic stress $\sigma$ is positive in tension. The assumptions are:

(A1) The line is free of voids, and no atoms cross $x=0$ or $x=L$.

(A2) Transport is one-dimensional, with a uniform, constant effective diffusivity $D$, temperature $T$ and current density of size $j$.

(A3) Confinement is elastic and local: a fractional change $dN/N$ of the atom density changes the stress by $d\sigma=-B\,dN/N$, where $B$ is the effective modulus of the line in its surroundings. Strains are small, so that $N\simeq1/\Omega$ in coefficients, $\Omega$ being the atomic volume.

(A4) The electron wind exerts a force $F=eZ\rho j$ on each atom along $+x$. Here $\rho$ is the resistivity and $Z>0$ the size of the effective charge number.

\paragraph{Theorem.} Define
\begin{equation}
\kappa=\frac{DB\Omega}{k_BT},\qquad G=\frac{eZ\rho j}{\Omega},\qquad
\tau=\frac{L^2}{\pi^2\kappa}.
\label{defs}
\end{equation}
Let $\sigma_T$ be the mean stress at the start. Under (A1)--(A4) the steady state is $\sigma_{ss}=\sigma_T+G(L/2-x)$, and the deviation $u=\sigma-\sigma_{ss}$ satisfies
\begin{equation}
\int_0^L u(x,t)^2dx\le e^{-2t/\tau}\int_0^L u(x,0)^2dx .
\label{bound}
\end{equation}
Equality holds for $u(x,0)\propto\cos(\pi x/L)$, so no time shorter than $\tau$ can replace it in this bound. If the starting deviation has a nonzero component $a_1$ on this cosine, then $e^{t/\tau}u(x,t)\to a_1\cos(\pi x/L)$ at late times.

\section{Lemma 1: the stress equation}

\paragraph{Lemma 1.} The stress obeys
\begin{equation}
\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial}{\partial x}\left(\frac{\partial\sigma}{\partial x}+G\right),\qquad
\frac{\partial\sigma}{\partial x}+G=0\ \text{ at } x=0,L .
\label{pde}
\end{equation}

\paragraph{Proof.} Inserting an atom where the metal is under tension releases the work $\Omega\sigma$, so the chemical potential is $\mu=\mu_0-\Omega\sigma$. The total force on an atom is
\begin{equation}
-\frac{\partial\mu}{\partial x}+F=\Omega\frac{\partial\sigma}{\partial x}+F .
\end{equation}
Atoms therefore drift towards tension and along the electron wind. The mobility is $D/(k_BT)$ by the Einstein relation, and there are $1/\Omega$ atoms per volume. The flux is
\begin{equation}
J=\frac{D}{\Omega k_BT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right)
=\frac{D}{k_BT}\left(\frac{\partial\sigma}{\partial x}+G\right).
\label{flux}
\end{equation}
Atom conservation reads $\partial N/\partial t=-\partial J/\partial x$. By (A3), $d\sigma=-B\Omega\,dN$: added atoms compress the line. Thus
\begin{equation}
\frac{\partial\sigma}{\partial t}=-B\Omega\frac{\partial N}{\partial t}
=B\Omega\frac{\partial J}{\partial x}
=\frac{DB\Omega}{k_BT}\frac{\partial}{\partial x}\left(\frac{\partial\sigma}{\partial x}+G\right).
\end{equation}
The two minus signs cancel, which gives a diffusion equation with positive $\kappa$. Closed ends mean $J=0$ there, and (\ref{flux}) turns this into the stated end conditions. $\square$

\section{Lemma 2: the steady state}

\paragraph{Lemma 2.} The mean stress is conserved, and $\sigma_{ss}=\sigma_T+G(L/2-x)$.

\paragraph{Proof.} Integrate (\ref{pde}) over the line:
\begin{equation}
\frac{d}{dt}\,\frac1L\int_0^L\sigma\,dx=\frac{\kappa}{L}\left[\frac{\partial\sigma}{\partial x}+G\right]_0^L=0 .
\end{equation}
In a steady state $\partial\sigma/\partial x+G$ is independent of $x$. It vanishes at the ends, hence everywhere, and $\sigma_{ss}=\text{const}-Gx$. The mean of $L/2-x$ is zero, so the conserved mean fixes the constant as stated. $\square$

The cathode end is left in additional tension $GL/2$, and the anode end in equal additional compression.

\section{Proof of the theorem}

Since $\partial\sigma_{ss}/\partial x=-G$, substituting $\sigma=\sigma_{ss}+u$ in (\ref{pde}) removes $G$ from the equation and from the end conditions:
\begin{equation}
\frac{\partial u}{\partial t}=\kappa\frac{\partial^2u}{\partial x^2},\qquad
\frac{\partial u}{\partial x}=0\ \text{ at }x=0,L .
\label{u}
\end{equation}
Extend $u$ evenly about $x=0$ and then with period $2L$. The Fourier series of an even function contains cosines alone, so any square-integrable $u$ can be written as
\begin{equation}
u=\frac{a_0}{2}+\sum_{n\ge1}a_n\cos q_nx,\quad q_n=\frac{n\pi}{L},\quad
a_n=\frac2L\int_0^Lu\cos q_nx\,dx .
\end{equation}
The coefficient $a_0$ is twice the mean of $u$. It vanishes because $\sigma$ and $\sigma_{ss}$ have the same mean. For $n\ge1$, use (\ref{u}) and integrate by parts twice:
\begin{align}
\frac{da_n}{dt}&=\frac{2\kappa}{L}\int_0^L\frac{\partial^2u}{\partial x^2}\cos q_nx\,dx\nonumber\\
&=\frac{2\kappa}{L}\left\{\left[\frac{\partial u}{\partial x}\cos q_nx\right]_0^L+q_n\int_0^L\frac{\partial u}{\partial x}\sin q_nx\,dx\right\}\nonumber\\
&=\frac{2\kappa}{L}\left\{q_n\big[u\sin q_nx\big]_0^L-q_n^2\int_0^Lu\cos q_nx\,dx\right\}
=-\kappa q_n^2a_n .
\end{align}
The first bracket vanishes because the ends are closed, the second because $\sin0=\sin n\pi=0$. Since $\kappa q_n^2=n^2\pi^2\kappa/L^2=n^2/\tau$,
\begin{equation}
a_n(t)=a_n(0)\,e^{-n^2t/\tau}.
\label{an}
\end{equation}
The cosines are mutually orthogonal, and each has $\int_0^L\cos^2q_nx\,dx=L/2$. Therefore
\begin{equation}
\int_0^Lu^2dx=\frac L2\sum_{n\ge1}a_n(0)^2e^{-2n^2t/\tau}
\le e^{-2t/\tau}\,\frac L2\sum_{n\ge1}a_n(0)^2 ,
\end{equation}
which is (\ref{bound}). Equality holds if $n=1$ is the sole mode present. For the last claim, multiply the series by $e^{t/\tau}$. The $n=1$ term becomes constant, while the others carry $e^{-(n^2-1)t/\tau}$. The $a_n(0)$ are bounded, so the sum of those terms tends to zero. $\square$

\paragraph{Remark on symmetry.} If the starting deviation is symmetric about the centre, every odd $n$ is absent, and the slowest time that can appear is $\tau/4$. The theorem's $\tau$ governs the late decay whenever $a_1(0)\ne0$.

\section{Corollary: switching on the current}

Let the line start with uniform stress $\sigma_T$. Then $u(x,0)=-G(L/2-x)$, and integration by parts gives
\begin{align}
\int_0^L\left(\frac L2-x\right)\cos q_nx\,dx
&=\left[\left(\frac L2-x\right)\frac{\sin q_nx}{q_n}\right]_0^L+\frac1{q_n}\int_0^L\sin q_nx\,dx\nonumber\\
&=\frac{1-(-1)^n}{q_n^2}.
\end{align}
This is $2L^2/(n^2\pi^2)$ for odd $n$ and zero for even $n$. Multiplying by $-2G/L$ gives $a_n(0)$, and
\begin{equation}
\sigma=\sigma_T+G\left(\frac L2-x\right)-\sum_{n\ \mathrm{odd}}\frac{4GL}{n^2\pi^2}\cos\frac{n\pi x}{L}\,e^{-n^2t/\tau}.
\label{series}
\end{equation}
The mode $n=1$ is present, and the next one, $n=3$, has lifetime $\tau/9$.

\paragraph{Late times.} At $x=0$, keeping $n=1$,
\begin{equation}
\sigma(0,t)-\sigma_T\simeq\frac{GL}{2}\left(1-\frac{8}{\pi^2}e^{-t/\tau}\right).
\label{late}
\end{equation}
At $t=\tau$ the $n=3$ term is smaller than the $n=1$ term by the factor $e^{-8}/9$. The time at which a fraction $\epsilon$ of the rise is still missing is $t=\tau\ln[8/(\pi^2\epsilon)]$, which gives $2.09\,\tau$ for 90\,\% and $4.40\,\tau$ for 99\,\% of the end stress.

\paragraph{Early times.} Equation (\ref{late}) fails at early times: at $t=0$ it gives $1-8/\pi^2\simeq0.19$ of the final rise instead of zero. Differentiate (\ref{series}) at $x=0$ and use $1/\tau=\pi^2\kappa/L^2$:
\begin{equation}
\frac{\partial\sigma(0,t)}{\partial t}=\frac{4GL}{\pi^2\tau}\sum_{n\ \mathrm{odd}}e^{-n^2t/\tau}
=\frac{4G\kappa}{L}\sum_{n\ \mathrm{odd}}e^{-n^2t/\tau}.
\end{equation}
For $t\ll\tau$ the terms vary slowly with $n$. Odd numbers are spaced by 2, so the sum tends to $\frac12\int_0^\infty e^{-n^2t/\tau}dn=\frac14\sqrt{\pi\tau/t}$. The rate becomes $G\sqrt{\kappa/(\pi t)}$, and integration from zero gives
\begin{equation}
\sigma(0,t)-\sigma_T\simeq2G\sqrt{\frac{\kappa t}{\pi}}\qquad(t\ll\tau).
\end{equation}
The length $L$ has dropped out, because the cathode end does not yet feel the other end. At $t=0.02\,\tau$ the rise is 0.10 of its final value.

\section{Proposition: a void at one end}

\paragraph{Proposition.} If a void holds $x=0$ at zero stress while $x=L$ stays closed, the slowest relaxation time is $4L^2/(\pi^2\kappa)=4\tau$.

\paragraph{Proof.} The steady state is now $-Gx$, so $u(0,t)=0$ and $\partial u/\partial x=0$ at $x=L$. Reflect $u$ oddly about $x=0$. The result is a deviation on a line of length $2L$ with two closed ends, antisymmetric about its centre. Its slowest mode is the $n=1$ mode of that longer line, which is itself antisymmetric. Replacing $L$ by $2L$ in $\tau$ gives the factor 4. $\square$

This takes the void to be short compared with $L$ and neglects the capillary stress at its surface. The mean stress is no longer conserved, because the void exchanges atoms with the line.

\section{Example: a copper damascene line}

Take a copper line of length $20\,\mu$m in an accelerated test at 573\,K with $j=1$\,MA/cm$^2$ and no initial stress. Rough typical parameters are $Z=1$, $\rho=4\,\mu\Omega$\,cm, $B=20$\,GPa and $\Omega=0.0118$\,nm$^3$. The diffusivity has prefactor $10^{-9}$\,m$^2$/s and activation energy 0.90\,eV. With $k_BT=0.04938$\,eV,
\begin{align}
D&=10^{-9}\,e^{-0.90/0.04938}=1.21\times10^{-17}\ \mathrm{m^2/s},\\
\kappa&=29.83\,D=3.62\times10^{-16}\ \mathrm{m^2/s},\\
\tau&=\frac{(20\times10^{-6})^2}{\pi^2\times3.62\times10^{-16}}\ \mathrm{s}
=1.12\times10^5\ \mathrm{s}\simeq31\ \mathrm{h}.
\end{align}
The factor $29.83=B\Omega/(k_BT)$ shows that stress spreads faster than atoms do: a small transfer of atoms changes the stress of a stiff, confined line considerably. The wind force $6.41\times10^{-17}$\,N gives $G=5.43$\,MPa/$\mu$m and an end stress $GL/2=54$\,MPa. The metal moved across the centre to reach the steady state corresponds to a length
\begin{equation}
\frac1B\int_0^{L/2}G\left(\frac L2-x\right)dx=\frac{GL^2}{8B}\simeq14\ \mathrm{nm}.
\end{equation}
The end stress reaches 90\,\% of its final value after 65\,h and 99\,\% after 137\,h. With a void at one end the slowest time would be 124\,h.

A separate numerical solution counted atoms in 100 cells, starting from the flux law and keeping finite strain. Its late decay time was 31.10\,h, against 31.09\,h from the theorem. At five times from $0.1\,\tau$ to $2.5\,\tau$ its stress differed from (\ref{series}) by at most 0.04\,\% of the steady end stress. A parabolic deviation, symmetric about the centre and without current, decayed in 7.78\,h, in agreement with $\tau/4$.

\section{Where real lines depart from the assumptions}

\paragraph{Stress-dependent diffusivity.} Let $D$ grow with tension as $e^{\Omega\sigma/(k_BT)}$, a vacancy-type law with the full atomic volume. The term $\kappa(\sigma)(\partial\sigma/\partial x+G)$ then equals $\kappa(\sigma_{ss}+u)\,\partial u/\partial x$, because the bracket vanishes in the steady state. To first order in $u$,
\begin{equation}
\frac{\partial u}{\partial t}=\frac{\partial}{\partial x}\left[\kappa(\sigma_{ss})\frac{\partial u}{\partial x}\right].
\end{equation}
In the test above this lengthens $\tau$ by 0.07\,\%. To see why the shift is small, insert a mode $u=f(x)e^{-\lambda t}$, multiply by $f$ and integrate by parts with closed ends: $\lambda=\int_0^L\kappa f'^2dx\big/\int_0^Lf^2dx$. This quotient is stationary at the mode, so to first order in a change $\delta\kappa$ of a uniform $\kappa$ one may keep $f=\cos(\pi x/L)$, which gives
\begin{equation}
\frac{\delta\lambda}{\lambda}=\frac2L\int_0^L\frac{\delta\kappa}{\kappa}\sin^2\frac{\pi x}{L}\,dx .
\end{equation}
The relative change of the decay rate is thus the average of the relative change in $\kappa$, weighted with $\sin^2(\pi x/L)$. That weight is symmetric about the centre, while the change in $\kappa$ is antisymmetric to first order, so the first-order shift vanishes. The remaining 0.07\,\% is of second order. The formula does not give it, not even its sign, because at that order the change of the mode shape also counts.

\paragraph{Temperature of use.} At 378\,K, with the same length, modulus and activation energy, $\tau$ is about 8000 times longer, or 28 years. Cooling from 573\,K, taken as the stress-free temperature, also leaves a thermal tension. For an expansion mismatch of 14\,ppm/K it is $3\times20\,\mathrm{GPa}\times14\times10^{-6}\times195=164$\,MPa. This value assumes that shear stresses in the metal have relaxed, so that $B$ acts on the volume mismatch. An unrelaxed line carries a larger hydrostatic tension, about 250\,MPa for a round copper line in an elastic matrix with the same $B$. In the linear model the uniform tension of 164\,MPa leaves $\tau$ unchanged; through the stress-dependent diffusivity it shortens $\tau$ to about 20 years. The atom-counting solution with this diffusivity gave the same value.

\paragraph{Comparison with real lines.} The temperature and current density are in the range of accelerated tests on copper interconnects. The product $jL=2000$\,A/cm is of the rough size at which short copper lines begin to fail by electromigration. An uncertain input with a strong effect is the diffusivity, which depends on the interface between copper and its cap: 0.05\,eV more activation energy at fixed prefactor multiplies $\tau$ at 573\,K by 2.75. Real lines also break the assumption of uniform $D$, since their grain structure varies; doubling $D$ in one half multiplies $\tau$ by 0.77. Joule heating, estimated for a 100 by 200\,nm line in a poorly conducting dielectric, is 0.13\,K and shortens $\tau$ by 0.4\,\%.

\paragraph{Void formation.} A void changes the problem qualitatively, because (A1) no longer holds. A spherical void of radius $r$ under tension $\sigma$ costs the energy $4\pi r^2\gamma-\frac43\pi r^3\sigma$, with surface energy $\gamma$. Setting the derivative $8\pi r\gamma-4\pi r^2\sigma$ to zero gives the critical radius $r_c=2\gamma/\sigma$, beyond which the void lowers its energy by growing. For $\gamma=1.7$\,J/m$^2$ and the steady end stress of the test, $r_c=63$\,nm, so the critical sphere is wider than the 100\,nm line. At 378\,K, with $\rho=3\,\mu\Omega$\,cm and the same current density, the steady end stress including thermal tension is 205\,MPa, and $r_c=17$\,nm. Before the current has acted, the stress is the thermal tension alone and $r_c=21$\,nm. The value 17\,nm is therefore a threshold only for a flaw of fixed size that cannot fill with atoms, such as a poorly bonded patch: the end stress rises from below and reaches $2\gamma/r$ before the steady state if $r$ exceeds 17\,nm. A free void smaller than about 20\,nm is subcritical at the start. It draws atoms in, its capillary stress $2\gamma/r$ rises as it shrinks, and it closes long before the end stress has built up. Real voids form at interfaces such as the cap, where the barrier is lower than for a free sphere, so these radii indicate a scale only. Once a void has opened there, the proposition replaces the theorem. Its factor of four holds for a uniform, constant $D$. At 378\,K the void also releases the thermal tension, and the faster diffusion caused by that tension is lost, so the slowest time grows by more than a factor of four, here about six, to 120 years. The final void volume then equals $(\sigma_TL+GL^2/2)/B\simeq205$\,nm of line length: short compared with $L$, but enough to cut the cross-section of a 100 by 200\,nm line before this relaxation is complete. The full set of values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough, copper damascene line)
length L = 20 um
width, height = 100, 200 nm
current density j = 1.0 MA/cm2
effective charge number Z = 1.0
atomic volume Omega = 0.0118 nm^3
effective modulus B = 20 GPa
D prefactor = 1.0e-09 m^2/s
activation energy = 0.90 eV
test, use temperature = 573, 378 K
resistivity test, use = 4.0, 3.0 uohm cm
expansion mismatch = 14 ppm/K
surface energy = 1.7 J/m^2
vacancy formation energy = 1.2 eV
dielectric conductivity = 0.3 W/(m K)
line height above substrate = 1.0 um
RESULTS AT TEST TEMPERATURE
k_B T = 0.04938 eV
diffusivity D = 1.214e-17 m^2/s
B Omega/(k_B T) = 29.83
kappa = 3.621e-16 m^2/s
wind force F = 6.409e-17 N
stress slope G = 5.431 MPa/um
steady end stress G L/2 = 54.3 MPa
product j L = 2000 A/cm
tau = 1.1194e+05 s = 31.09 h
tau from simulation = 31.10 h
largest series error / end stress = 0.04 %
next mode present, tau/9 = 3.45 h
symmetric deviation, simulated = 7.78 h
void at one end, slowest time = 124.4 h
end stress fraction at 0.02 tau = 0.1016
end stress fraction at tau = 0.7018
time to 90 % = 2.093 tau = 65.1 h
time to 99 % = 4.395 tau = 136.7 h
NEGLECTED EFFECTS
stress-dependent D, test: tau shift = 0.071 %
Joule heating = 0.13 K
Joule heating: tau shift = -0.39 %
activation energy +0.05 eV: tau times 2.75
D doubled in one half: tau times 0.771
vacancy storage / elastic storage = 8.3e-10
critical void radius, test = 63 nm
use: tau, no stress effect = 28.4 years
use: tau ratio to test = 7997
use: thermal tension = 164 MPa
use: end stress with tension = 205 MPa
use: tau, stress-dependent D = 19.6 years
use: same from simulation = 19.6 years
use: critical void radius = 17 nm
\end{verbatim}
